# Sampling error and bias in stochastic $G_0W_0$ with real-time Hartree screening, part 2

We compute the windowed RPA correlation self-energy $\Sigma_\gamma(\omega)$ of a closed-shell system in a real target state $\phi$, in Hartree atomic units, on $N_g$ grid points with volume element $h$ and $\langle f|g\rangle=h\sum_x f^*(x)g(x)$. The fixed real Hamiltonian $H_0$ has orbitals $\psi_n$ and energies $\varepsilon_n$ (occupied $i,j$; empty $a,b$), $P$ projects on the occupied space, $v$ is the interaction, $\chi_0$ the bare polarizability and $W=v\,\delta(t)+W_P$. With window $g(t)=e^{-\gamma^2t^2/2}$, Casida frequencies $\Omega_s$, mode potentials $w_s$, $A_{ns}=\langle\phi\psi_n|w_s\rangle$ and $I(X)=\int_0^\infty e^{iXt}g(t)\,dt$ (a Faddeeva function),

$$\Sigma_\gamma(\omega)=\sum_{ns}A_{ns}^2k_{ns},\qquad k_{as}=-iI(\omega-\varepsilon_a-\Omega_s),\qquad k_{is}=iI^*(\omega-\varepsilon_i+\Omega_s).$$

For $\gamma\to0$ each term becomes $A^2/X$; the leading window error is $\sum A^2\gamma^2/X^3$.

One sample draws $\bar\zeta(x)=s_x/\sqrt h$, $s_x=\pm1$, and sets $\zeta(t)=e^{-iH_0t}[\theta(t)(1-P)-\theta(-t)P]\bar\zeta$. A Hartree run (kick $\lambda$, step $dt$, length $T$) with source $f=\bar\zeta\phi$ and $v_p=vf$ gives the retarded potential $u^R$. Keeping the components $e^{-i\nu t}$, $\nu>0$, of the odd extension of $g\,u^R$ gives the time-ordered $u$, and $\sigma(t)=h\sum_x\phi\,\zeta\,u$.

The one-spin density matrix is $\Gamma=P+\lambda\Gamma_1$, with $u_{\rm tot}=\delta(t)v_p+u^R(t)$ and

$$i\dot\Gamma_1=[H_0,\Gamma_1]+[u_{\rm tot},P].$$

Its occupied-occupied block stays zero. With $(\Gamma_1)_{ai}=q_{ia}+ip_{ia}$, $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, $K_{ia,jb}=\langle\psi_i\psi_a|v|\psi_j\psi_b\rangle$ and $u^R_{ai}=4(Kq)_{ia}$,

$$\dot q=\Delta p,\qquad \dot p=-\Delta q-u_{ai}.$$

With true occupied orbitals, $\operatorname{Re}\sigma=s^TSs$ is unbiased up to small deterministic errors, and $N$ samples have rms error $s_\sigma/\sqrt N$, $s_\sigma^2=2\sum_{y\ne z}S_{yz}^2$ (for Gaussian vectors, $2\sum_{yz}S_{yz}^2$). The sampled identity $\hat I_{xy}=N^{-1}\sum_ks_x^{(k)}s_y^{(k)}$ obeys $E\|\hat I-1\|_F^2=N_g(N_g-1)/N$.

The quasiparticle equation is $\omega=\varepsilon+\langle\Sigma_x-v_{xc}\rangle+\operatorname{Re}\Sigma_\gamma(\omega)$, with error $Zs_\sigma/\sqrt N$ and $Z=(1-\partial_\omega\operatorname{Re}\Sigma_\gamma)^{-1}$. To avoid storing $u^R(x,t)$, one may keep only overlaps with $N_\xi$ independent vectors $\xi(x)=\pm1/\sqrt h$, which adds variance $E_\zeta[s_\xi^2]/N_\xi$ per sample. The vectors $\bar\eta_l$ below are also random signs over $\sqrt h$.

## 7. Random occupied orbitals

Replace the occupied orbitals by $\eta_l=P\bar\eta_l$, $l=1,\dots,N_\eta$, with $n=(2/N_\eta)\sum_l|\eta_l|^2$. The reference set evolves with $H_0$ and the kicked set with $H_0+v[n^\lambda(t)-n^0(t)]$. All orbitals see the same Hamiltonian, so the dynamics depends on them only through $\hat\Gamma=N_\eta^{-1}\sum_l|\eta_l\rangle\langle\eta_l|=P+D$. With $U_{xi}=\sqrt h\,\psi_i(x)$ and $c_i=\sum_xU_{xi}s_x$, one orbital gives $D_{ij}=c_ic_j-\delta_{ij}$, of zero mean. The sign moment $E[s_xs_ys_zs_w]=\delta_{xy}\delta_{zw}+\delta_{xz}\delta_{yw}+\delta_{xw}\delta_{yz}-2\delta_{xy}\delta_{xz}\delta_{xw}$, whose last term corrects the triple count when all indices agree, gives

$$E[D_{ij}D_{kl}]=\frac{\mathcal C_{ij,kl}}{N_\eta},\qquad\mathcal C_{ij,kl}=\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}-2\sum_xU_{xi}U_{xj}U_{xk}U_{xl}.$$

The linearized equation becomes $i\dot\Gamma_1=[H_0,\Gamma_1]+[u_{\rm tot},P+D(t)]$ with $D(t)=e^{-iH_0t}De^{iH_0t}$. The bare response is $\chi_0+\chi_D$, with $\chi_D$ linear in $D$, and is unbiased. The screened one is not. From $\hat W^{-1}=v^{-1}-\chi_0-\chi_D=W^{-1}-\chi_D$,

$$\hat W=W+W\chi_DW+W\chi_DW\chi_DW+\dots$$

The products are causal time integrals over $[0,T]$ of bounded kernels, so the $m$-th term is bounded by $(cT)^m/m!$ for some constant $c$ and the series converges. Let $F(D)$ be the resulting $\operatorname{Re}\Sigma$ with $\bar\zeta$ averaged out, $\mathbf a$ its gradient and $\mathsf H$ its Hessian at $D=0$. The linear term has zero mean. The third moments of an $N_\eta$-term average scale as $N_\eta^{-2}$, since all three factors must come from the same orbital, and the fourth moments also scale as $N_\eta^{-2}$. So

$$E[F]=F_0+\frac b{N_\eta}+O(N_\eta^{-2}),\qquad b=\tfrac12\operatorname{Tr}(\mathsf H\,\mathcal C),\qquad\operatorname{Var}F\simeq\frac{\mathbf a^T\mathcal C\,\mathbf a}{N_\eta}.$$

A single pair shows how a nonlinear response turns zero-mean noise into a bias. If the occupied orbital has weight $r=1+D$, the source term in $\dot p$ is multiplied by $r$, and the static response with $\kappa=4K$ is $q=-rv_p/(\Delta+\kappa r)$. The function $r/(\Delta+\kappa r)$ has second derivative $-2\kappa\Delta/(\Delta+\kappa)^3$ at $r=1$, so fluctuations of $r$ reduce the mean response, and the effect vanishes without self-consistent screening, $\kappa\to0$.

There is a second effect, and it dominates in the example of Section 10. The occupied-occupied block is no longer silent. After the kick $(\Gamma_1)_{ij}=-iB_{ij}e^{-i\varepsilon_{ij}t}$, with $B=[v_p,D]$ real and antisymmetric and $\varepsilon_{ij}=\varepsilon_i-\varepsilon_j$. Pairing $ij$ with $ji$ gives a bare density $-4\sum_{i<j}\psi_i\psi_jB_{ij}\sin\varepsilon_{ij}t$. These transitions, forbidden by the Pauli principle in the true state, lie at frequencies that can be far below the gap. They put spurious poles at $\varepsilon_n\pm\varepsilon_{ij}$, on top of the occupied quasiparticle energies. The filter returns half of an odd real signal as its real part, so in the hole branch with $\omega=\varepsilon_n$ such a mode enters with $\frac12\int_0^\infty\sin(\varepsilon_{ij}t)\,g\,dt\simeq\varepsilon_{ij}/2\gamma^2$ for $|\varepsilon_{ij}|\ll\gamma$. Reducing $\gamma$ to lower the window error increases this term until $\gamma$ becomes comparable to $|\varepsilon_{ij}|$; for $\gamma\ll|\varepsilon_{ij}|$ it tends to $1/2\varepsilon_{ij}$.

With fresh $\eta$ for every sample the mean squared error is $s_{\rm tot}^2/N+(b/N_\eta)^2$, where $s_{\rm tot}^2=E_\eta[\operatorname{Var}_\zeta]+\operatorname{Var}F$. The error follows $N^{-1/2}$ only for $N\ll(s_{\rm tot}N_\eta/b)^2$ and then saturates, while the sample error bar goes on falling. Keeping one $\eta$ set for all samples freezes the noise $\sqrt{\operatorname{Var}F}$ as well. The combination $2\bar F(2N_\eta)-\bar F(N_\eta)$ cancels the leading bias, since $2b/2N_\eta-b/N_\eta=0$.

## 8. Algorithm

```
input: H0, P, v, phi, gamma, T = Nt*dt, lambda, N
orbitals: {psi_i}, weights r=1   (or eta_l = P eta_bar_l, r=1/N_eta, redrawn per sample)
for k = 1..N:
    zb   = random signs / sqrt(h)
    a    = orbitals * exp(-i lambda v[zb*phi]);   a0 = orbitals
    zp   = (1-P) zb;   zm = -P zb;   uR(0) = 0;   record zp(0), zm(0)
    for j = 1..Nt:
        a  = exp(-i H0 dt) a;    a0 = exp(-i H0 dt) a0
        dv = v[ 2 sum r |a|^2 - 2 sum r |a0|^2 ]
        uR(j) = dv / lambda;     a = exp(-i dv dt) a
        zp = exp(-i H0 dt) zp;   zm = exp(+i H0 dt) zm
        record uR, zp, zm   (or their overlaps with xi)
    u = exp(-i nu t), nu>0 part of the odd extension of g*uR   (FFT, length 2 Nt)
    sp_k(j) = h sum_x phi zp(j) u(j);   sm_k(j) = h sum_x phi zm(j) u(j)
average sp, sm over k
Sigma(w) = trapezoid_j [ exp(+i w t_j) sp(j) + exp(-i w t_j) sm(j) ]
solve the quasiparticle equation; error = Z * std_k(Re sigma_k(w_QP)) / sqrt(N)
```

The step is the symmetric splitting $e^{-i\delta v(t+dt)dt/2}e^{-iH_0dt}e^{-i\delta v(t)dt/2}$. A local phase does not change the density, so $\delta v(t+dt)$ is known after the middle factor and no iteration is needed. Adjacent half phases merge, and $\delta v(0)=0$.

**Cost.** With FFTs for $e^{-iH_0dt}$ and $v$, one sample costs about $N_tN_{\rm orb}N_g\log N_g$, plus $N_tN_\xi N_g$ for dense compression vectors. With true orbitals $N_{\rm orb}=N_{\rm occ}$ and the cost is quadratic in size. With random ones it is near-linear at fixed $N_\eta$, $N$, $N_\xi$, and $P$ is then applied as a Chebyshev polynomial of $H_0$ whose degree grows as spectral width over gap. Samples are independent and run in parallel.

## 9. Stability and failure modes

**Time step.** For one pair, a step rotates $(q,p)$ by $\vartheta=\Delta\,dt$ and then applies $p\to p-\kappa\,dt\,q$. The product matrix has rows $(\cos\vartheta,\ \sin\vartheta)$ and $(-\sin\vartheta-\kappa\,dt\cos\vartheta,\ \cos\vartheta-\kappa\,dt\sin\vartheta)$. Its determinant is 1, and half its trace fixes the discrete frequency:

$$\cos\Omega_ddt=\cos\vartheta-\tfrac12\kappa\,dt\sin\vartheta.$$

Order $dt^2$ gives $\Omega^2=\Delta^2+\kappa\Delta$, the Casida value. Order $dt^4$ gives $\Omega_d^2-\Omega^2=dt^2[(\Omega^4-\Delta^4)/12-\kappa\Delta^3/6]=dt^2\kappa^2\Delta^2/12$, using $\Omega^4-\Delta^4=2\kappa\Delta^3+\kappa^2\Delta^2$. The right side drops below $-1$, and the mode grows, when $2\cos^2(\vartheta/2)<\kappa\,dt\sin(\vartheta/2)\cos(\vartheta/2)$, that is for $\tan(\vartheta/2)>2/(\kappa\,dt)$, a band just below $\vartheta=\pi$. Unitarity of each factor keeps the norm but does not prevent this growth of the response. A white-noise source excites all pairs, including those near the grid cutoff.

**Quadrature.** $\sigma(t)$ jumps at $t=0$, so the half-lines are integrated separately, each with half weight at the origin. The Euler-Maclaurin error on $[0,\infty)$ is $-dt^2f'(0)/12$, and both branches have $f'(0)=A^2X$. Each pole term $A^2/X$ acquires the relative error $-(X\,dt)^2/12$.

**Window.** One needs $g(T)$ negligible and $\Omega_{\min}/\gamma$ of about 5 or more. As the gap closes, $T\propto1/\gamma$ grows without bound. For a metal the filter leaks and the Chebyshev projector is no longer sharp.

**Kick.** The density difference is $O(\lambda)$, so rounding enters as machine precision over $\lambda$. Subtracting a static $n^0$ fails for random orbitals, whose reference density moves, and for an approximate $e^{-iH_0dt}$ that does not commute with $H_0$, such as a split-operator step.

**Complex orbitals.** The odd extension uses $W^<(t)=W^>(-t)$ with real $w_s$. Without time-reversal symmetry, or with a complex $\phi$, the transposed kernel or two real sources are needed.

## 10. Worked example

The model is chosen and is not a material: $N_g=12$, $h=1.2$ bohr, hard walls, three-point kinetic energy, potential $-0.8\cos(2\pi x/4h)$ Ha with $x$ measured from the centre, interaction $1/\sqrt{x^2+1}$, three doubly occupied orbitals, $\phi$ the highest of them. The parameters are $\gamma=0.1$ Ha, $T=60$, $dt=0.15$, $\lambda=10^{-6}$, and $\langle\Sigma_x-v_{xc}\rangle=0$ is assumed. The lowest levels are $-0.31096$, $-0.29810$, $-0.28652$ and $0.30060$ Ha, so $\varepsilon_H=-0.28652$ Ha and the gap is $0.58712$ Ha.

*Deterministic errors.* The modes span $0.60522$ to $2.02031$ Ha. Then $\Omega_{\min}/\gamma=6.05$, the leakage is $7.1\times10^{-10}$, $g(T)=e^{-18}=1.5\times10^{-8}$, and $\Omega_{\max}dt=0.30$, far from $\pi$. The pole formula gives $\operatorname{Re}\Sigma_\gamma(\varepsilon_H)=-0.017922$ Ha against $-0.017914$ Ha without window. The shift of $8\times10^{-6}$ Ha is 0.04 % of $|\Sigma|$, far less than the $\gamma^2/\Omega_{\min}^2=2.7$ % of the nearest possible pole. The terms $A^2\gamma^2/X^3$ have opposite signs for holes and particles. Here the window shifts the hole part by $+1.03\times10^{-4}$ Ha and the particle part by $-1.12\times10^{-4}$ Ha, which nearly cancel, so this smallness belongs to the model. Summing the propagated estimator over the grid basis gives $-0.017843$ Ha at $dt$ and $-0.017902$ Ha at $dt/2$, errors of $7.9\times10^{-5}$ and $2.0\times10^{-5}$ Ha, and $(4\times(-0.017902)+0.017843)/3=-0.017922$ Ha.

*Exact statistics.* Propagating every sign vector, up to the overall sign, gives the mean $-0.017843$ Ha, equal to the basis sum at the same step. The spread is $0.022713$ Ha, against $0.022783$ Ha from $2\sum_{y\ne z}S_{yz}^2$ with the continuous-time $S$, a 0.3 % difference of the size of the step error. Single samples range from $-0.08184$ to $0.03122$ Ha, so one sample does not fix the sign. Gaussian vectors would give $0.024834$ Ha. For the identity itself at $N=50$ the formula gives $12\times11/50=2.64$ and sampling gives $2.6301$.

| $N$ | rms error (Ha) | $s_\sigma/\sqrt N$ (Ha) |
|---|---|---|
| 4 | 0.011459 | 0.011356 |
| 16 | 0.005478 | 0.005678 |
| 64 | 0.002892 | 0.002839 |
| 256 | 0.001417 | 0.001420 |
| 1024 | 0.000693 | 0.000710 |

The fitted slope is $-0.5022$. The rms values are themselves estimates from repeated runs, and they scatter by up to 3.5 % without a trend.

*A run with $N=400$.* The first samples are $0.00135$, $-0.02237$ and $-0.02054$ Ha. The mean is $-0.01903\pm0.00115$ Ha, which is $0.00119$ Ha, about one standard error, from $-0.017843$ Ha. The reference quasiparticle energy is $-0.30397$ Ha with $Z=0.9738$, and the linearized value $-0.28652+0.9738\times(-0.017922)=-0.30397$ Ha agrees. The run gives $-0.30504$ Ha with error $0.9738\times0.02272/20=0.00111$ Ha, and the actual deviation is $0.00107$ Ha. An error of 1 mHa needs $(0.9738\times22.72)^2\approx490$ samples.

*Compression.* For the first sample the mean over all $\xi$ is $0.001348$ Ha, the uncompressed value, with a spread of $0.05197$ Ha per $\xi$. This sample is more favourable than most: the root-mean-square spread over all $\bar\zeta$ is about $0.069$ Ha, so the added variance equals $s_\sigma^2$ at $N_\xi\approx(0.069/0.0227)^2\approx9$.

*Random occupied orbitals.* Here $\bar\zeta$ is summed exactly and $dt=0.25$, for which $F_0=-0.017702$ Ha. The Hessian gives $b=-0.549$ Ha and the gradient a noise of $0.371$ Ha$/\sqrt{N_\eta}$. Both values belong to $T=60$ and do not converge monotonically: $T=120$ gives $-0.520$ Ha and $0.359$ Ha$/\sqrt{N_\eta}$, $T=240$ gives $-0.576$ Ha and $0.381$ Ha$/\sqrt{N_\eta}$, and near $T=1000$ they settle at $-0.580$ Ha and $0.382$ Ha$/\sqrt{N_\eta}$. A small $g(T)$ is not enough to converge them, because the spectrum of the odd extension of a low-frequency occupied-occupied mode vanishes only linearly at $\nu=0$. Cutting it there leaves a kink, and the filtered signal has a tail $\propto t^{-2}$ that the window does not suppress. Direct sampling gives $N_\eta\times$bias $=-0.602\pm0.046$ Ha at $N_\eta=32$ and $-0.602\pm0.045$ Ha at $N_\eta=128$. The product is constant within these errors, as the $1/N_\eta$ law requires (the agreement to three digits is accidental), and each value lies about 1.1 standard errors from $b$. The part beyond second order falls from $0.267$ to $0.131$ of the quadratic term, the factor 2 expected of a cubic term.

The size of $b$ is the unexpected result: it is 31 times $|F_0|$ at $T=60$ and 33 times in the long-$T$ limit. At $N_\eta=128$ the bias $b/128=-0.0043$ Ha is a quarter of the self-energy, and a bias of 1 mHa needs about 550 random orbitals (580 in the long-$T$ limit) to stand in for three true ones. The occupied levels differ by only $0.01158$ and $0.02444$ Ha from $\varepsilon_H$, well below $\gamma$, so the spurious factors $\varepsilon_{ij}/2\gamma^2$ are $0.6$ and $1.2$ Ha$^{-1}$, comparable to the largest genuine factor in the same normalization, $\frac12\int_0^\infty\sin(\Omega_{\min}t)\,g\,dt\simeq1/2\Omega_{\min}=0.83$ Ha$^{-1}$. The occupied-occupied modes are therefore not suppressed by the time integral. These factors describe only the hole term with $\omega=\varepsilon_n$, the one of the target state itself, which contributes $-0.067$ Ha to $b$. The two lower hole terms, where $\omega\ne\varepsilon_n$ and the imaginary part of the filtered signal also enters, contribute $-0.304$ and $-0.186$ Ha and almost all of the dependence on $T$, and the particle terms contribute $+0.008$ Ha. Setting the occupied-occupied block of $\Gamma_1$ to zero in the linearized equation shows their weight: $b$ changes from $-0.549$ to $+0.005$ Ha, and the noise falls from $0.371$ to $0.006$ Ha$/\sqrt{N_\eta}$. In this model the block supplies nearly all of both. What remains is small and positive, so it moves the negative $\Sigma$ toward zero. This agrees with the reduced mean response of the single pair: the particle part of $\Sigma$, $-0.0273$ Ha, changes by $+0.0068/N_\eta$ Ha and the hole part, $+0.0096$ Ha, by $-0.0017/N_\eta$ Ha, so both shrink and the larger particle part decides the sign. One draw at $N_\eta=8$ gave $-0.017054$ Ha, close to $F_0$. That agreement is accidental: to leading order the predicted mean is $-0.0177-0.0687=-0.0864$ Ha, and the linear noise alone is $0.371/\sqrt8=0.131$ Ha. At so small an $N_\eta$ the nonlinear terms widen the distribution further, to a standard deviation of about $0.2$ Ha, so a single draw says little about the mean. If the bias is controlled by $N_\eta$ alone, random occupied orbitals pay only when $N_{\rm occ}$ far exceeds the $N_\eta$ that the measured $b$ demands. The extrapolation of Section 7 relaxes this demand: in this model, combining $N_\eta=32$ and $64$ leaves a bias that is zero within a sampling error of $0.0009$ Ha.

The numerical check below tests the identity by enumeration and sampling. It compares the propagated $u^R$ with the Casida modes (maximum errors of the windowed $g\,u^R$: $6.84\times10^{-5}$ and $1.71\times10^{-5}$ Ha, ratio $4.008$), the filter with the exact time-ordered kernel (error $4.8\times10^{-10}$), and the extrapolated $\Sigma$ with the Faddeeva formula. It compares the enumerated mean, variance and single-sample values with the quadratic form, fits the $N^{-1/2}$ law, and enumerates the $\xi$. For the $\eta$ it confirms that eight explicit orbitals equal the weighted density-matrix form, and it sets the finite-difference $b$ against sampled biases from which the zero-mean linear term has been subtracted.

## Table of computed values

```
inputs: Ng=12 h=1.2 bohr V0=0.8 Ha nocc=3 gamma=0.1 Ha T=60.0 dt=0.15 au lambda=1e-06
eps_1..4 (Ha): [-0.31096 -0.2981  -0.28652  0.3006 ]  gap=0.58712 Ha
Omega_min=0.60522 Omega_max=2.02031 Ha; leakage=7.1e-10; g(T)=1.5e-08
Sigma(eps_H): no window -0.017914 Ha; windowed Re -0.017922 Im 2.4e-11 Ha
identity N=50: mean ||I-1||_F^2 = 2.6301, formula 2.6400
TDH vs Casida max err (Ha): dt 6.84e-05, dt/2 1.71e-05, ratio 4.008; ordering err 4.8e-10
Re Sigma basis sum (Ha): dt -0.017843, dt/2 -0.017902, Richardson -0.017922
enumeration: mean -0.017843 Ha, s 0.022713 Ha, formula s 0.022783 Ha
single-sample range (Ha): -0.08184 .. 0.03122; Gaussian s would be 0.024834
N=    4: rms error 0.011459 Ha, s/sqrt(N) 0.011356 Ha
N=   16: rms error 0.005478 Ha, s/sqrt(N) 0.005678 Ha
N=   64: rms error 0.002892 Ha, s/sqrt(N) 0.002839 Ha
N=  256: rms error 0.001417 Ha, s/sqrt(N) 0.001420 Ha
N= 1024: rms error 0.000693 Ha, s/sqrt(N) 0.000710 Ha
log-log slope -0.5022
first 3 samples Re sigma(eps_H) (Ha): [ 0.00135 -0.02237 -0.02054]
N=400: Re Sigma(eps_H) = -0.01903 +- 0.00115 Ha
QP: reference -0.30397 Ha, Z=0.9738, s(QP)=0.02272 Ha, N=400: -0.30504 +- 0.00111 Ha
samples for 1 mHa QP error: 490
xi compression: mean 0.001348 vs 0.001348 Ha, spread per xi 0.05197 Ha
eta test dt=0.25: F0=-0.017702 Ha, b=-0.549421 Ha, noise per eta=0.370579 Ha
one draw N_eta=8: Re Sigma=-0.017054 Ha; predicted bias b/8=-0.068678 Ha
N_eta=32: N_eta*bias=-0.601679 +- 0.046122 Ha; beyond-quadratic fraction 0.267
N_eta=128: N_eta*bias=-0.601534 +- 0.045465 Ha; beyond-quadratic fraction 0.131
```
